# Upper confidence bound on failure probability when no structure fails

**Question**

I have a problem on dielectric breakdown statistics that I cannot finish. A set of 300 independent low-k test structures is held at a fixed stress voltage and temperature for a fixed time, and all of them survive. I am asked to show that the exact one-sided 95 percent upper bound on the failure probability is 0.994 percent.

My estimate of the failure probability is $\hat p = 0/300 = 0$. The usual standard error $\sqrt{\hat p(1-\hat p)/n}$ is then also zero, so my interval has no width, which cannot be right. Someone suggested $3/n$, but that gives 1.000 percent. Where does 0.994 come from, what does "exact" mean here, and how far can I trust the number for real structures?

**Answer**

Your standard error fails because it puts the estimate $\hat p=0$ in place of the unknown $p$. The way out is to ask which values of $p$ would make the observed result too improbable.

**The model**

Let $p$ be the probability that one structure breaks down during the test. Assume that

- $p$ is the same for all structures,
- the structures fail independently,
- $n=300$ was fixed beforehand,
- every breakdown is detected.

The number of failures $X$ is then binomial, with cumulative probability

$$F(x;p)=P(X\le x)=\sum_{k=0}^{x}\binom nk p^k(1-p)^{n-k}.$$

For no failures, independence gives $F(0;p)=(1-p)^n$.

Let $\alpha=0.05$ be the allowed probability that the reported bound lies below the true $p$. Since the bound is one-sided, all of $\alpha$ is spent on this one kind of error.

**A bound for every possible outcome**

A confidence level belongs to a rule, so we must say what would be reported after any number of failures $x$, not just after zero. For $x<n$, define the bound $u(x)$ by

$$F(x;u(x))=\alpha,$$

and set $u(n)=1$. To see that this equation has one solution, differentiate the $k$-th term of $F$:

$$k\binom nk p^{k-1}(1-p)^{n-k}-(n-k)\binom nk p^k(1-p)^{n-k-1}.$$

Use $k\binom nk=n\binom{n-1}{k-1}$ and $(n-k)\binom nk=n\binom{n-1}{k}$. With

$$T_k=n\binom{n-1}{k}p^k(1-p)^{n-1-k},\qquad T_{-1}=0,$$

the derivative of the $k$-th term is $T_{k-1}-T_k$. In the sum from $k=0$ to $x$ the intermediate terms cancel, leaving

$$\frac{\partial F(x;p)}{\partial p}=-T_x<0\qquad(0<p<1).$$

For $x<n$, $F$ therefore falls steadily from 1 at $p=0$ to 0 at $p=1$, and it crosses $\alpha$ once.

**Why the rule has 95 percent confidence**

Fix the true $p$. The rule misses if $p>u(X)$. Because $F$ decreases with $p$, for $X<n$ this is the same as $F(X;p)<\alpha$. For $X=n$ neither condition can hold, since $u(n)=1$ and $F(n;p)=1$.

Now $F(x;p)$ cannot decrease as $x$ grows, because terms are added to the sum. The outcomes that produce a miss are therefore $0,1,\dots,x^*$, where $x^*$ is the largest $x$ with $F(x;p)<\alpha$. Hence

$$P(\text{miss})=P(X\le x^*)=F(x^*;p)<\alpha.$$

If there is no such $x^*$, the miss probability is zero. In both cases the bound covers the true $p$ with probability at least 95 percent, whatever $p$ is.

This is the sense of "exact": the guarantee follows from the binomial law itself, with no normal or Poisson approximation. It does not mean that the coverage equals 95 percent at each $p$. Nor does it say that $p$ has a 95 percent probability of lying below the reported number; here $p$ is fixed and the reported bound varies from one test campaign to another.

**The case of no failures**

Put $x=0$ and write $p_U=u(0)$. The defining equation is

$$(1-p_U)^n=\alpha.$$

Both sides are positive, so we may take the $n$-th root:

$$1-p_U=\alpha^{1/n},\qquad p_U=1-\alpha^{1/n}=1-\exp\!\left(\frac{\ln\alpha}{n}\right).$$

With the numbers inserted,

$$\frac{\ln 0.05}{300}=\frac{-2.995732}{300}=-0.00998577,$$

$$p_U=1-e^{-0.00998577}=1-0.99006392=0.00994,$$

which is **0.994 percent**, as required. If $p$ had this value, 300 survivors out of 300 would occur in 5 percent of such campaigns. For any larger $p$ they would be rarer still.

The limit $n=1$ is instructive: one survivor gives $p_U=1-0.05=95$ percent, so a single success excludes very little.

**Could a smaller bound be justified?**

Suppose another rule reported $c<p_U$ after zero failures. Choose a true $p$ with $c<p<p_U$. The rule then misses whenever $X=0$, so

$$P(\text{miss})\ge(1-p)^n>(1-p_U)^n=\alpha.$$

Its 95 percent guarantee is lost. For example, replace $u(0)$ by 0.900 percent, keep the other bounds, and let the true $p$ be 0.950 percent. The next bound, $u(1)=1.571$ percent, lies above this $p$, so a miss occurs for $X=0$ alone. Its probability is $(1-0.0095)^{300}=5.71$ percent, and the coverage is 94.29 percent.

The same reasoning shows how the coverage of the exact rule behaves near $p_U$. For $p\le p_U$ no outcome gives a miss, and the coverage is 100 percent. Just above $p_U$ the outcome $X=0$ becomes a miss, and the coverage drops to 95 percent. The jump arises because the number of failures is discrete.

**Where $3/n$ comes from**

Let $y=-\ln\alpha/n$, so that $p_U=1-e^{-y}$. For $y>0$,

$$1-e^{-y}=\int_0^y e^{-t}\,dt<\int_0^y dt=y,$$

so $y$ is slightly too large. It is the result of the Poisson approximation $(1-p)^n\approx e^{-np}$. Here $y=0.99858$ percent. The expansion

$$y-p_U=\frac{y^2}{2}-\frac{y^3}{6}+\cdots$$

gives a leading difference of 0.00499 percentage points; the full difference is 0.00497. Rounding $-\ln 0.05=2.9957$ up to 3 then gives $3/n=1.000$ percent. Your $3/n$ is thus a close approximation that errs on the cautious side.

The exact formula also tells you how many survivors are needed to demonstrate $p\le p_0$. The condition $1-\alpha^{1/n}\le p_0$ means $\alpha^{1/n}\ge1-p_0$. Taking logarithms and multiplying by $n$ gives $\ln\alpha\ge n\ln(1-p_0)$. Division by the negative number $\ln(1-p_0)$ reverses the inequality:

$$n\ge\frac{\ln\alpha}{\ln(1-p_0)}.$$

For $p_0=1$ percent the smallest whole number is 299.

**If the structures are not identical**

Suppose that they still fail independently but have different probabilities $p_i$, with mean $\bar p$. The geometric mean of the numbers $1-p_i$ cannot exceed their arithmetic mean, so

$$\prod_{i=1}^n(1-p_i)\le(1-\bar p)^n.$$

If $\bar p$ were above $p_U$, zero failures would again have a probability below 5 percent. The zero-failure argument therefore survives, now as a statement about the mean over the tested structures.

As a check, let half the structures be unable to fail and give the other half $p=1.987$ percent, so that the mean equals $p_U$. All 300 survive with probability $(1-0.01987)^{150}=4.93$ percent, just below 5 percent.

**If the structures are not independent**

Unequal probabilities left the zero-failure argument valid for the mean (the bounds $u(x)$ for other outcomes were not examined in that case), but dependence can make the bound far too small. Take the extreme case in which the structures form $m$ independent groups, and all members of a group fail together or survive together. There are then $m$ independent trials, not $n$:

$$P(X=0)=(1-p)^m,\qquad p_U^{\text{shared}}=1-\alpha^{1/m}.$$

Let the 300 structures sit on 30 dies, with 10 on each die sharing one fate. At $p=0.994$ percent all of them survive with probability $(1-p_U)^{30}=74.1$ percent, so seeing no failure is only very weak evidence against that value. The correct bound is

$$1-0.05^{1/30}=9.50\text{ percent}.$$

Simulations with 40000 campaigns at each of these two values of $p$ agree: the zero-failure frequency is 74.25 percent at the first and 4.99 percent at the second. Real structures on a die need not share their fate completely, but a common processing defect would push the data in this direction. Counting structures is justified if their failures really are independent.

**What the bound says about lifetime**

The number 0.994 percent refers to the stress voltage, temperature and duration of the test, and to one structure of the tested size. If a layout $k$ times larger acts as $k$ independent test structures and fails at its weakest one, its bound is $1-(1-p_U)^k$: 9.5 percent for $k=10$ and 63 percent for $k=100$. Moving to use conditions requires an acceleration model, whose uncertainty is not included here.

A change of duration at the same stress is simpler if the breakdown times of all structures follow one and the same Weibull law, with known shape parameter $\beta$ and unknown scale $\eta$:

$$p(t)=1-e^{-H(t)},\qquad H(t)=\left(\frac t\eta\right)^\beta.$$

For a test of duration $t_s$, the bound $p(t_s)\le1-\alpha^{1/n}$ is equivalent to $H(t_s)\le-\ln\alpha/n$. Since $H(t)=H(t_s)(t/t_s)^\beta$,

$$p(t)\le1-\exp\!\left[\frac{\ln\alpha}{n}\left(\frac{t}{t_s}\right)^{\beta}\right].$$

At $t=t_s$ this returns $p_U$. For shorter times the bound is tighter, and more so for large $\beta$. This step needs the single Weibull law and fails for a mixed population. Let 0.3 percent of the structures be defective, with $\beta=0.5$ and $\eta=t_s$, and let the rest have $\beta=2$ and $\eta=100\,t_s$. All 300 then survive with probability 55 percent, yet the failure probability at $t=0.01\,t_s$ is $2.9\times10^{-4}$, far above the $1.0\times10^{-6}$ that the formula gives with $\beta=2$. But a test without failures cannot supply $\beta$: it contains no breakdown times from which to estimate it, so $\beta$ must come from other data.

The main values used above are collected in the numerical output below.

## Values computed for the example and the checks

```
structures stressed n: 300
failures observed: 0
allowed miss probability alpha: 5.0 percent
ln(alpha): -2.995732
ln(alpha)/n: -0.00998577
alpha**(1/n): 0.99006392
upper bound, root search: 0.99361 percent
upper bound, closed formula: 0.99361 percent
upper bound, rounded: 0.994 percent
zero-failure probability at bound: 5.0000 percent
bound after one failure u(1): 1.571 percent
lowest coverage on grid of p: 95.001 percent
coverage just above p_U: 95.0000 percent
coverage just below p_U: 100.0000 percent
too-small bound tried: 0.900 percent
true p used against it: 0.950 percent
coverage of too-small bound: 94.29 percent
approximation -ln(alpha)/n: 0.99858 percent
its excess over exact bound: 0.00497 percentage points
leading estimate y^2/2: 0.00499 percentage points
rule of three 3/n: 1.000 percent
target failure probability: 1.0 percent
failure-free structures needed: 299
mixed population, p of weak half: 1.987 percent
mixed population, zero-failure prob.: 4.925 percent
shared fate: 30 dies, 10 structures per die
simulated test campaigns: 40000
shared fate, zero-failure prob. at p_U: 74.11 percent
same, simulated: 74.25 percent
shared fate, correct upper bound: 9.50 percent
zero-failure prob. there, simulated: 4.99 percent
```
